\section*{Why the Darwin Lagrangian Exists to Order 1/c²}

\section{The delay and the missing first order}

Q: Two charges influence each other with a delay. The force on one depends on where the other was, not on where it is. How can a Lagrangian that uses simultaneous positions and velocities describe that?

A: Slow sources allow the delay to be expanded. In the time $R/c$ that a signal needs to cross a distance $R$, a slow charge moves little, and its earlier position follows from its present position, velocity, acceleration and so on. The question is then which powers of $1/c$ survive, and whether the surviving forces come from a Lagrangian.

I take spinless classical point charges $q_a$ on smooth paths $\mathbf r_a(t)$, with speeds small compared with $c$ and a system small compared with the wavelength it emits. No radiation comes in from outside. The units are Hartree atomic units with fields in Gaussian form, so the force is $q(\mathbf E+\mathbf v\times\mathbf B/c)$ and $c\approx137.036$. In the Lorenz gauge Maxwell's equations give
\begin{equation}
\phi(\mathbf r,t)=\int\frac{\rho(\mathbf r',t-R/c)}{R}\,d^3r',\qquad
\mathbf A(\mathbf r,t)=\frac1c\int\frac{\mathbf j(\mathbf r',t-R/c)}{R}\,d^3r',
\end{equation}
with $R=|\mathbf r-\mathbf r'|$. The Taylor series of the density in the delay is
\begin{equation}
\rho(t-R/c)=\rho-\frac Rc\,\partial_t\rho+\frac{R^2}{2c^2}\,\partial_t^2\rho-\frac{R^3}{6c^3}\,\partial_t^3\rho+\dots
\end{equation}
Division by $R$ and integration, with $\mathbf r$ held fixed in the time derivatives, give
\begin{equation}
\phi=\int\frac{\rho}{R}\,d^3r'-\frac1c\frac{dQ}{dt}+\frac1{2c^2}\partial_t^2\!\int\!\rho R\,d^3r'-\frac1{6c^3}\partial_t^3\!\int\!\rho R^2\,d^3r'+\dots
\label{phi}
\end{equation}
In the second term the factor $R$ from the delay has cancelled the $1/R$ of the Coulomb potential. What remains is the total charge $Q=\int\rho\,d^3r'$, which is constant, so the term vanishes. The vector potential starts at order $1/c$, and it enters the force with another factor $1/c$, through $-\partial_t\mathbf A/c$ or $\mathbf v\times(\nabla\times\mathbf A)/c$. It therefore adds nothing at first order either.

Q: For a single moving charge I would put the delayed distance into Coulomb's law. That has a first-order correction. Where does it go?

A: The delayed distance is half of the answer. For a point charge $b$, write $\rho(\mathbf r',s)=q_b\,\delta(\mathbf r'-\mathbf r_b(s))$ and impose the delay with a delta function in time:
\begin{equation}
\phi=q_b\int ds\,\frac{\delta\big(s-t+R(s)/c\big)}{R(s)},\qquad R(s)=|\mathbf r-\mathbf r_b(s)|.
\end{equation}
Let $\mathbf n$ be the unit vector from the source to the field point. Motion of the source along $\mathbf n$ shortens the distance, so $dR/ds=-\mathbf n\cdot\mathbf v_b$. The argument of the delta function has the slope $1-\mathbf n\cdot\mathbf v_b/c$, and
\begin{equation}
\phi=\frac{q_b}{R(s)\,(1-\mathbf n\cdot\mathbf v_b/c)},\qquad s=t-R(s)/c.
\end{equation}
To first order $R(s)=R(t)+(s-t)\,dR/dt=R\,(1+\mathbf n\cdot\mathbf v_b/c)$. This is your correction: an approaching charge was farther away when the signal left. The slope factor contributes the opposite correction, and
\begin{equation}
R\,(1+\mathbf n\cdot\mathbf v_b/c)(1-\mathbf n\cdot\mathbf v_b/c)=R+O(c^{-2}).
\end{equation}
For the first numerical case below, the delayed distance alone gives $\phi$ a first-order coefficient $-q_b\,\mathbf n\cdot\mathbf v_b/R=+0.1107$ a.u. In the full potential it is cancelled.

Q: So charge conservation is what protects me from a $1/c$ force?

A: It removes the term from the potential. The absence of the force has a second reason: $-\dot Q/c$ does not depend on position, so its gradient is zero even if $\dot Q$ is not. A numerical check with a breathing charge cloud shows this. With constant charge the coefficient of $1/c$ vanishes. With an artificial gain of charge at the rate $\dot Q=0.276$ a.u. it is $-0.276$ a.u. at both field points tried. A source whose charge changes without a matching current violates Maxwell's equations, so this separates the two reasons and describes no real source.

\section{The second order}

Q: The second-order term in $\phi$ has two time derivatives. That brings in the acceleration of the source. How does it leave the Lagrangian?

A: By a change of gauge. The Lagrangian of charge $a$ in given potentials contains
\begin{equation}
-q_a\phi+\frac{q_a}{c}\,\mathbf v_a\cdot\mathbf A .
\label{La}
\end{equation}
Replace $\phi$ by $\phi-\partial_t\chi/c$ and $\mathbf A$ by $\mathbf A+\nabla\chi$. The expression changes by
\begin{equation}
\frac{q_a}{c}\left(\partial_t\chi+\mathbf v_a\cdot\nabla\chi\right)=\frac{q_a}{c}\frac{d\chi}{dt},
\end{equation}
where the total derivative follows particle $a$. A total derivative changes the action by end-point values and leaves the equation of motion of $a$ alone.

For a point source $b$, the potentials needed to second order in the force are
\begin{equation}
\phi=\frac{q_b}{R}+\frac{q_b}{2c^2}\,\partial_t^2R,\qquad \mathbf A=\frac{q_b\mathbf v_b}{cR}.
\end{equation}
The choice $\chi=(q_b/2c)\,\partial_tR$ makes $\partial_t\chi/c$ equal to the second term of $\phi$ and removes it. The vector potential gains $\nabla\chi$. With $\partial_tR=-\mathbf n\cdot\mathbf v_b$ and $\mathbf n=(\mathbf r-\mathbf r_b)/R$,
\begin{equation}
\nabla(\mathbf n\cdot\mathbf v_b)=\frac{\mathbf v_b}{R}-\frac{(\mathbf r-\mathbf r_b)\,[(\mathbf r-\mathbf r_b)\cdot\mathbf v_b]}{R^3}
=\frac{\mathbf v_b-\mathbf n(\mathbf n\cdot\mathbf v_b)}{R}.
\end{equation}
The new vector potential is therefore
\begin{equation}
\mathbf A'=\frac{q_b\mathbf v_b}{cR}-\frac{q_b}{2c}\,\frac{\mathbf v_b-\mathbf n(\mathbf n\cdot\mathbf v_b)}{R}
=\frac{q_b}{2cR}\left[\mathbf v_b+\mathbf n(\mathbf n\cdot\mathbf v_b)\right].
\end{equation}
Only the velocity of the source is left. Inserting $\phi'=q_b/R$ and $\mathbf A'$ into (\ref{La}) gives
\begin{equation}
L_{\rm int}=-\frac{q_aq_b}{R}+\frac{q_aq_b}{2c^2R}\left[\mathbf v_a\cdot\mathbf v_b+(\mathbf v_a\cdot\mathbf n)(\mathbf v_b\cdot\mathbf n)\right],
\label{darwin}
\end{equation}
where now $R=|\mathbf r_a-\mathbf r_b|$.

Q: You derived that for $a$ moving in the field of $b$. Why may I use it for both?

A: Because (\ref{darwin}) does not change when $a$ and $b$ are exchanged. The vector $\mathbf n$ changes sign, but it occurs twice. Had I started with $b$ in the field of $a$, I would have reached the same function. Varying $\mathbf r_a$ gives the force on $a$, and varying $\mathbf r_b$ gives the force on $b$. A separate Lagrangian for each particle would not have been enough.

The free part comes from $-mc^2\sqrt{1-v^2/c^2}=-mc^2+mv^2/2+mv^4/8c^2+\dots$, so that, without the constants,
\begin{equation}
L=\sum_{k=a,b}\left(\frac{m_kv_k^2}{2}+\frac{m_kv_k^4}{8c^2}\right)+L_{\rm int}.
\end{equation}
This is the Darwin Lagrangian.

Q: Do the forces still obey action and reaction?

A: Not at second order. $L_{\rm int}$ depends on the difference of the positions, so $\partial L_{\rm int}/\partial\mathbf r_a+\partial L_{\rm int}/\partial\mathbf r_b=0$. The forces also contain the velocity derivatives, and their sum is
\begin{equation}
\mathbf F_a+\mathbf F_b=-\frac{d}{dt}\left(\frac{\partial L_{\rm int}}{\partial\mathbf v_a}+\frac{\partial L_{\rm int}}{\partial\mathbf v_b}\right).
\end{equation}
The conserved momentum is the kinetic momentum plus the bracket, which is momentum carried by the interaction.

\section{The third order}

Q: Then why not go on and add a $1/c^3$ term?

A: Let us first find the force. In (\ref{phi}) use $\nabla R^2=2(\mathbf r-\mathbf r')$ and the dipole moment $\mathbf d=\int\rho\,\mathbf r'\,d^3r'$:
\begin{equation}
-\nabla\phi_3=\frac1{6c^3}\frac{d^3}{dt^3}\,2\,(\mathbf rQ-\mathbf d)=-\frac{\dddot{\mathbf d}}{3c^3}.
\end{equation}
Here charge conservation matters for the force itself, since it removes the term with $\mathbf r\,\dddot Q$.

The vector potential has the delay correction $\mathbf A_2=-(1/c^2)\,\partial_t\int\mathbf j\,d^3r'$. The continuity equation and an integration by parts give $\dot{\mathbf d}=-\int\mathbf r'(\nabla'\cdot\mathbf j)\,d^3r'=\int\mathbf j\,d^3r'$, so $\mathbf A_2=-\ddot{\mathbf d}/c^2$. It is uniform, has no curl, and gives no magnetic field. Its electric field is $-\partial_t\mathbf A_2/c=+\dddot{\mathbf d}/c^3$. The sum is
\begin{equation}
\mathbf E_3=\left(-\frac13+1\right)\frac{\dddot{\mathbf d}}{c^3}=\frac{2}{3c^3}\,\dddot{\mathbf d},\qquad \mathbf F_a=q_a\mathbf E_3 .
\label{rr}
\end{equation}
Every charge feels the same field at this order, independent of the distances between the charges as long as these are small compared with the emitted wavelength.

Q: Does $\mathbf d$ include the charge on which the force acts?

A: Yes. The third-order field of a point charge is finite at its own position, so its own contribution stays. The self-terms of orders zero and two diverge for a point. For a small rigid sphere they can be read from (\ref{darwin}): all elements share the velocity $\mathbf v$, the average of $(\mathbf n\cdot\mathbf v)^2$ over directions is $v^2/3$, and the $1/c^2$ part becomes $(2U/3c^2)v^2$, with $U$ the electrostatic self-energy. This has the form of a kinetic energy, and I count it in the measured mass.

Q: Could some clever Lagrangian still produce the force (\ref{rr})?

A: Not as an added term in an action whose variables are the particle positions. If forces come from an action $S$, their linear response to a change of path is a second variation of $S$, and second variations are symmetric. Take two sets of path changes, $\mathbf u_a(t)$ and $\mathbf w_a(t)$, that vanish smoothly at the end times, and set $\mathbf U=\sum_aq_a\mathbf u_a$ and $\mathbf W=\sum_aq_a\mathbf w_a$. The work of the force change caused by $\mathbf w$ along $\mathbf u$ is
\begin{equation}
B(u,w)=\frac{2}{3c^3}\int\mathbf U\cdot\dddot{\mathbf W}\,dt=-\frac{2}{3c^3}\int\mathbf W\cdot\dddot{\mathbf U}\,dt=-B(w,u).
\end{equation}
Each of the three integrations by parts changes the sign. An action would require $B(u,w)=B(w,u)$, hence $B=0$ for all changes, which is false: $\mathbf U=-\dddot{\mathbf W}$ gives a negative integral. The natural candidate $\dot{\mathbf d}\cdot\ddot{\mathbf d}$ fails visibly, since it equals $\frac12\,d(\dot{\mathbf d}^2)/dt$ and produces no force.

The same sign separates the two directions of time. Replacing $c$ by $-c$ turns $\phi$ and $\mathbf A/c$, and with them the force, into their advanced forms, in which the signal arrives before it is sent. Even orders are common to both. Odd orders change sign, so the third-order force records the condition that waves leave and none come in.

Q: And that force is friction?

A: On average. Its power on all charges is
\begin{equation}
P=\sum_aq_a\mathbf v_a\cdot\mathbf E_3=\frac{2}{3c^3}\,\dot{\mathbf d}\cdot\dddot{\mathbf d}
=\frac{d}{dt}\left(\frac{2}{3c^3}\,\dot{\mathbf d}\cdot\ddot{\mathbf d}\right)-\frac{2}{3c^3}|\ddot{\mathbf d}|^2 .
\label{power}
\end{equation}
Over a period of a periodic motion the total derivative averages to zero, and the mean power is negative unless $\ddot{\mathbf d}$ vanishes throughout.

The lost energy is found far away. At a large distance $r$ the leading vector potential is $\dot{\mathbf d}(t-r/c)/(cr)$. The gradient acts mainly on the delay, so $\mathbf B=\ddot{\mathbf d}\times\mathbf n/(c^2r)$, and $\mathbf E$ has the same magnitude. With $\theta$ the angle between $\mathbf n$ and $\ddot{\mathbf d}$, the energy flux is
\begin{equation}
\frac{c}{4\pi}\int B^2r^2\,d\Omega=\frac{|\ddot{\mathbf d}|^2}{4\pi c^3}\int\sin^2\theta\,d\Omega=\frac{|\ddot{\mathbf d}|^2}{4\pi c^3}\,\frac{8\pi}{3}=\frac{2}{3c^3}|\ddot{\mathbf d}|^2 .
\end{equation}

Q: Is there a pair that escapes this loss?

A: An isolated pair with equal $q/m$. Then $\ddot{\mathbf d}=(q/m)\sum_am_a\ddot{\mathbf r}_a$, which vanishes at leading order because the total momentum is constant. Such charges have the same sign and repel each other, so the numerical check imposes an ellipse that they would not follow by themselves, with the centre of mass at rest. There $c^3$ times the radiated power falls by a factor of 100 when $c$ is raised tenfold. The power then scales as $c^{-5}$.

\section{Numbers}

Q: How large are the successive orders?

A: Take charges $-1$ and $+1$ on prescribed paths, each coordinate being a centre plus (amplitude)$\times\sin(\omega t+\alpha)$. In atomic units, charge 1 has centre $(0,0,0)$, amplitudes $(0.4,0.3,0.2)$, $\omega=(1.0,0.8,1.2)$ and $\alpha=(0,0.5,1.0)$. Charge 2 has centre $(2,0,1)$, amplitudes $(0.3,0.5,0.4)$, $\omega=(0.9,1.1,0.7)$ and $\alpha=(0.2,1.2,0.6)$. At $t=0.5$ they are 2.300 bohr apart, and the force on charge 1 from charge 2, in hartree/bohr, is made up of
\begin{align}
\text{Coulomb:}&\quad(0.16345,\;0.02111,\;0.09245),\notag\\
\text{order }c^{-2}:&\quad(-4.74,\;-7.68,\;-3.43)\times10^{-6},\notag\\
\text{retarded remainder:}&\quad(4.50,\;-2.87,\;2.07)\times10^{-8},\notag\\
\tfrac23q_1q_2\dddot{\mathbf r}_2/c^3:&\quad(4.51,\;-3.07,\;2.07)\times10^{-8}.\notag
\end{align}
The remainder is the full retarded force minus the first two lines. Its distance from the third-order law, relative to the size of that law, is $4.8\times10^{-3}$ at $c=1000$ and $4.8\times10^{-4}$ at $c=10^4$. The fall by ten is what a next term of order $c^{-4}$ gives. The same Lagrangian passes the test for the force on charge 2. There the $x$ component of order $c^{-2}$ is $-5.16\times10^{-6}$, not $+4.74\times10^{-6}$, as expected without action and reaction.

Q: And the energy loss in an orbit?

A: Give the charges $-1$ and $+1$ the masses 1 and 4, and let them follow a Coulomb ellipse with semimajor axis $a=1$ bohr and eccentricity $e=0.8$. These are round numbers for a classical model, not an atom. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and the centre of mass at rest, $\mathbf r_1=0.8\,\mathbf r$ and $\mathbf r_2=-0.2\,\mathbf r$, so $\mathbf d=-\mathbf r$. The reduced mass is 0.8, hence $|\ddot{\mathbf d}|=K/r^2$ with $K=1/0.8=1.25$.

The mean of $r^{-4}$ follows from the orbit equation $r=p/(1+e\cos f)$, with $p=a(1-e^2)$, and from $dt=r^2df/h$. Here $h$ is twice the area swept per unit time, so $hT=2\pi a^2\sqrt{1-e^2}$ for the period $T$:
\begin{equation}
\langle r^{-4}\rangle=\frac{1}{hTp^2}\int_0^{2\pi}(1+e\cos f)^2df=\frac{1+e^2/2}{a^4(1-e^2)^{5/2}}=\frac{1.32}{0.07776}=16.98 .
\end{equation}
The mean loss rate is
\begin{equation}
\frac{2}{3c^3}K^2\langle r^{-4}\rangle=\frac{2\times1.5625\times16.98}{3\times137.036^3}=6.87\times10^{-6}
\end{equation}
hartree per atomic unit of time. The flux of the retarded far fields agrees to a relative $3.6\times10^{-4}$, and this difference falls a hundredfold when $c$ is raised tenfold. Over the period of 5.620 a.u. the loss is $3.86\times10^{-5}$ hartree, or $1.05\times10^{-3}$ eV. That is $7.7\times10^{-5}$ of the binding energy, small enough to use the unperturbed ellipse for one turn.

The forces between the two charges supply a share $2(0.8)(0.2)=0.32$ of this loss, the cross term in $|\ddot{\mathbf d}|^2$. The self-forces supply the rest.

Q: Is the reaction force a brake all along the ellipse?

A: No. It adds energy during 64\% of the period. Differentiating $\ddot{\mathbf r}=-K\mathbf r/r^3$ gives
\begin{equation}
\dddot{\mathbf r}=-K\left(\frac{\mathbf v}{r^3}-\frac{3\,\mathbf r\,(\mathbf r\cdot\mathbf v)}{r^5}\right),\qquad
P=\frac{2K}{3c^3r^3}\left(2v_r^2-v_t^2\right),
\end{equation}
with $v_r$ and $v_t$ the radial and transverse parts of $\mathbf v=\dot{\mathbf r}$. The power is positive where $2v_r^2>v_t^2$, and its largest value is $7.9\times10^{-6}$ a.u. At closest approach $v_r=0$, $r=0.2$ and $v_t=\sqrt{K(2/r-1/a)}=\sqrt{11.25}=3.354=0.02448\,c$, so $P=-4.6\times10^{-4}$ a.u. The short, strong braking there outweighs the long, weak gain. By (\ref{power}), the gain is energy returned by the total-derivative term.

Q: Is the loss at least smaller than the Darwin correction?

A: On this ellipse the loss over one turn and the orbital mean of the whole $1/c^2$ energy are of the same size, and which is larger depends on whether velocities or canonical momenta are held fixed. Take the velocities first. The $1/c^2$ term of $L_{\rm int}$, which I call the Darwin term here, is quadratic in the velocities, so it enters the energy $\sum_k\mathbf v_k\cdot\partial L/\partial\mathbf v_k-L$ with an unchanged value. Its mean is $1.60\times10^{-5}$ hartree, less than half of the loss in a single turn. The free terms $m_kv_k^4/8c^2$ enter the energy three times, with a mean of $4.76\times10^{-5}$ hartree. Together this is $6.36\times10^{-5}$ hartree, more than the loss in one turn and less than the $7.72\times10^{-5}$ hartree lost in two. At fixed canonical momenta the result differs. With $L_1$ the $1/c^2$ part of $L$, the velocities shift by $-m_k^{-1}\partial L_1/\partial\mathbf v_k$, the Newtonian kinetic energy changes by $-\sum_k\mathbf v_k\cdot\partial L_1/\partial\mathbf v_k$, and only $-L_1$ is left in the Hamiltonian. Its mean is $-(4.76/3+1.60)\times10^{-5}\approx-3.2\times10^{-5}$ hartree, smaller in size than the loss in one turn. The Darwin term alone keeps its size and changes its sign. For a circle of the same axis the loss lacks the factor 16.98 and is $2.3\times10^{-6}$ hartree. The Darwin term is then $0.8\times0.2\times1.25/(2c^2)=5.3\times10^{-6}$ hartree, since $v^2=K/a=1.25$, and it is now the larger. On the circle the loss per turn is $4\pi v^3/(3c^3a)$, so its ratio to the Darwin term is $(8\pi/3)(v/c)/(0.8\times0.2)=0.43$. For a given orbit this ratio falls as $1/c$, but its prefactor is large, so which of these two is larger at the physical $c$ depends on the example. The eccentricity $0.8$ multiplies the loss by 16.98 and the Darwin term by only 3.0. The expansion ranks instantaneous forces at fixed paths. It does not rank a conservative energy against a loss that accumulates turn after turn, so the Darwin Lagrangian describes the motion for times short enough that the accumulated loss can be neglected.

\section*{Computed values}
\begin{verbatim}
speed of light: 137.035999 a.u.
PART 1: prescribed paths, lengths and times in a.u.
charges 1, 2: -1, +1 e; time 0.5
path 1 center (0, 0, 0), amplitude (0.4, 0.3, 0.2)
path 1 frequency (1.0, 0.8, 1.2), phase (0.0, 0.5, 1.0)
path 2 center (2, 0, 1), amplitude (0.3, 0.5, 0.4)
path 2 frequency (0.9, 1.1, 0.7), phase (0.2, 1.2, 0.6)
distance between charges: 2.30042 bohr
1/c coefficient, delayed distance only: +0.11070 a.u.
c*(phi - q/R) at c=1e5, full potential: -1.3e-06 a.u.
force on 1, x y z, in hartree/bohr:
  Coulomb            +1.6345e-01 +2.1111e-02 +9.2450e-02
  Darwin             -4.7447e-06 -7.6844e-06 -3.4345e-06
  retarded remainder +4.4963e-08 -2.8684e-08 +2.0659e-08
  third-order law    +4.5104e-08 -3.0731e-08 +2.0675e-08
  law's relative error at c=1e3, 1e4: 4.83e-03, 4.83e-04
force on 2, x y z, in hartree/bohr:
  Coulomb            -1.6345e-01 -2.1111e-02 -9.2450e-02
  Darwin             -5.1609e-06 -2.3868e-06 -4.4689e-06
  retarded remainder +9.1251e-08 +2.4871e-08 -1.9234e-09
  third-order law    +9.0940e-08 +2.4735e-08 -2.6143e-09
  law's relative error at c=1e3, 1e4: 1.11e-03, 1.11e-04
breathing cloud: 1/c coefficient of phi at r = 1 and 2 bohr
  charge rate 0.00000: +0.00000, +0.00000 a.u.
  charge rate 0.27632: -0.27632, -0.27632 a.u.
variation asymmetry, derivative orders 2, 3: 0.0000, 6.2832
PART 2: Coulomb ellipse, charges -1 and +1 e
masses: 1.0, 4.0 electron masses
semimajor axis: 1.0 bohr; eccentricity: 0.8
period: 5.61985 a.u. of time
largest relative speed / c: 0.02448
binding energy: 0.50000 hartree
mean Darwin term of L: 1.59754e-05 hartree
mean reaction power: -6.87136e-06 hartree/a.u. time
far-field radiated power: 6.87384e-06 hartree/a.u. time
relative difference at c, 10c: 3.62e-04, 3.62e-06
dipole energy loss per orbit: 3.86160e-05 hartree = 1.05079e-03 eV
loss per orbit / binding energy: 7.72320e-05
share of mean loss from mutual forces: 0.3200
largest positive reaction power: 7.9126e-06 hartree/a.u. time
fraction of period with positive power: 0.6445
equal q/m: c^3*power falls by 100.03 for 10c
\end{verbatim}
